\section*{A conservative finite-difference scheme for the capacitance matrix of nanocrystals}

\section{Definitions and conventions}

Consider $N$ metal nanocrystals in an oxide of uniform permittivity $\varepsilon=\varepsilon_r\varepsilon_0$. The channel is the plane $z=0$ and the control gate is the plane $z=H$. Both are ideal conductors, each crystal is an equipotential sphere, and the oxide holds no fixed charge. All voltages are measured from the channel. With the gate at zero volts, the capacitance matrix $C$ is defined by
\begin{equation}
Q_i=\sum_{j=1}^{N}C_{ij}V_j ,\qquad V=PQ,\quad P=C^{-1}.
\label{def}
\end{equation}
Thus $C_{ij}$ is the charge on crystal $i$ when crystal $j$ is at one volt and every other conductor is at zero. In this convention the off-diagonal entries are negative, because a positive crystal draws negative charge onto its grounded neighbours.

The planes extend sideways without limit, but a grid must end. We close it with vertical walls at $x=\pm L$ and $y=\pm L$. The matrix therefore depends on two numerical lengths, the grid step $h$ and the wall distance $L$.

\section{What goes wrong with the direct discretization}

The potential obeys $\nabla^2\phi=0$ in the oxide. The simplest treatment of a sphere gives each grid node either to the metal or to the oxide. This misplaces the surface by up to about $h$. Since the capacitance of an isolated sphere is proportional to its radius $R$, the relative error can be of order $h/R$.

A more careful treatment keeps the true surface. Let node $p$ have an ordinary neighbour $q$ at distance $h$ on one side, and on the other side let the surface cut the grid line at distance $\theta h$, with $0<\theta\le1$. If $\phi_s$ is the surface potential and derivatives are taken at $p$ towards $q$, then
\begin{align}
\frac{\phi_q-\phi_p}{h}&=\phi'+\frac{h}{2}\phi''+\dots, &
\frac{\phi_s-\phi_p}{\theta h}&=-\phi'+\frac{\theta h}{2}\phi''+\dots
\label{arms}
\end{align}
Adding the two removes $\phi'$ and gives
\begin{equation}
\phi''\simeq\frac{2}{(1+\theta)h}\left[\frac{\phi_q-\phi_p}{h}+\frac{\phi_s-\phi_p}{\theta h}\right].
\label{naive}
\end{equation}
This is consistent at $p$, but it damages the charge. Multiply the equation at each node by $-\varepsilon h^3$, so that it becomes a balance of electric flux. In the balance of $p$, the link to $q$ has weight $2\varepsilon h/(1+\theta)$. In the balance of $q$, if $q$ is an ordinary node, the same link has weight $\varepsilon h$. The flux that leaves $p$ differs from the flux that reaches $q$ by
\begin{equation}
\varepsilon h\,\frac{1-\theta}{1+\theta}\,(\phi_p-\phi_q).
\end{equation}
The charge read from the cut links then differs from the flux through a box farther out, and the linear system is not symmetric. Nothing in its structure guarantees $C_{ij}=C_{ji}$.

\section{The conservative scheme}

The cure is to make the flux of a link the primary quantity, and to use the same value at both ends. An ordinary link has cross-section $h^2$ and length $h$, hence weight $\varepsilon h^2/h=\varepsilon h$. A cut link has length $\theta h$, hence weight $\varepsilon h/\theta$. Let $w_{ip}$ be the total weight of the links from oxide node $p$ to crystal $i$, and $g^0_p$ that of its links to grounded electrodes. Flux balance at $p$ reads
\begin{equation}
\sum_q \varepsilon h(\phi_p-\phi_q)+\sum_i w_{ip}(\phi_p-V_i)+g^0_p\phi_p=0 ,
\label{balance}
\end{equation}
where $q$ runs over the oxide neighbours of $p$. Collecting the unknowns on the left gives
\begin{equation}
K\phi=\sum_jV_jw_j .
\end{equation}
The cut links enter the diagonal of $K$ and the source, while every off-diagonal entry is $-\varepsilon h$ or zero. Hence $K=K^T$. To avoid very large weights, a node closer to the surface than $h/1000$ is counted as metal.

The charge on crystal $i$ is the flux leaving it, $Q_i=\sum_pw_{ip}(V_i-\phi_p)$. Let $\phi_j=K^{-1}w_j$ be the solution with crystal $j$ at one volt. Then
\begin{equation}
C_{ij}=\delta_{ij}\sum_pw_{ip}-w_i^TK^{-1}w_j .
\label{C}
\end{equation}
Since $K^{-1}$ is symmetric, so is $C$. The formula assumes that no grid link runs directly from one crystal to another, so the gaps must be wider than $h$; for accuracy they should span several steps.

Summing (\ref{balance}) over the oxide nodes in a box around crystal $i$ cancels each internal link, since it appears once with each sign. What remains says that $Q_i$ equals the flux through the faces of the box. Gauss's law thus holds on the grid for any such box.

\subsection{What the symmetry costs}

By (\ref{arms}), the new scheme represents $\phi''$ at a cut node by $(1+\theta)\phi''/2$. This local error does not vanish as $h\to0$, so we must see why the capacitance still converges. Insert the true potential $\phi^*$, for crystal $i$ at one volt, into the discrete equations: $K\phi^*=w_i+\tau$. At a node next to a surface,
\begin{equation}
\tau_p=-\varepsilon h^3\sum_a\frac{1+\theta_a}{2}\,\partial_a^2\phi^*
=\varepsilon h^3\sum_a\frac{1-\theta_a}{2}\,\partial_a^2\phi^* ,
\end{equation}
where $a$ runs over the three axes, $\theta_a=1$ on an uncut axis, and the second form uses $\sum_a\partial_a^2\phi^*=0$. Let $Q^*=\sum_pw_{ip}(1-\phi^*_p)$ be the charge read from the cut links with the true potential, and $F$ the flux of $\phi^*$ through a box around the crystal. Summing $K\phi^*-w_i=\tau$ over the box gives $F-Q^*=\sum_{\rm box}\tau_p$. The computed potential is $\phi_i=\phi^*-K^{-1}\tau$, so the computed charge is
\begin{equation}
C_{ii}=Q^*+w_i^TK^{-1}\tau=Q^*+\sum_p\phi_{i,p}\tau_p
=F-\sum_{\rm box}(1-\phi_{i,p})\tau_p+\sum_{\rm outside}\phi_{i,p}\tau_p .
\end{equation}
Next to crystal $i$, $1-\phi_i$ is of order $h/R$; next to the other, grounded crystals $\phi_i$ is at most of that order. Each faulty source is therefore screened by the metal beside it. There are about $(R/h)^2$ such nodes, each with $\tau\sim\varepsilon h^3/R^2$ per volt. The error is of order
\begin{equation}
\frac{R^2}{h^2}\cdot\frac{\varepsilon h^3}{R^2}\cdot\frac hR=\frac{\varepsilon h^2}{R},
\end{equation}
or $(h/R)^2$ relative to a capacitance of order $\varepsilon R$. The ordinary nodes, and the difference between $F$ and the true charge, also contribute at second order.

\section{Positive definiteness and signs}

Define the sum over all links of weight times squared voltage drop,
\begin{equation}
E[\phi]=\sum_{\langle pq\rangle}\varepsilon h(\phi_p-\phi_q)^2+\sum_{i,p}w_{ip}(V_i-\phi_p)^2+\sum_pg^0_p\phi_p^2 ,
\label{E}
\end{equation}
which is twice the field energy. Write $b=\sum_jV_jw_j$ and expand the squares:
\begin{equation}
E=\phi^TK\phi-2\phi^Tb+\sum_iV_i^2\sum_pw_{ip} .
\end{equation}
At the solution $\phi=K^{-1}b$ the first two terms give $-b^TK^{-1}b$. Comparison with (\ref{C}) shows
\begin{equation}
E=V^TCV .
\end{equation}
A sum of squares vanishes only if every drop is zero. Each crystal is connected through the grid to a grounded plane, so this requires $V=0$. Hence $V^TCV>0$ for every other $V$. The same argument with $V=0$ and arbitrary $\phi$ shows that $K$ is positive definite, which permits solution by conjugate gradients, one solve per crystal.

The signs follow from (\ref{balance}), which makes $\phi_p$ a weighted mean of neighbouring values. It cannot lie outside the range of the electrode voltages. So $0\le\phi_j\le1$, and for $i\ne j$ we have $C_{ij}=-w_i^T\phi_j\le0$. With all crystals at one volt, every $Q_i=\sum_pw_{ip}(1-\phi_p)\ge0$, so the row sums are non-negative. They are the capacitances to the planes and to any grounded wall.

\section{The outer wall: from one answer to two bounds}

A single calculation with grounded side walls gives no sign of how far it lies from the unbounded result. Two types of wall do. Because $K$ is positive definite, the solution minimizes $E$:
\begin{equation}
V^TCV=\min_\phi E[\phi].
\end{equation}

For grounded walls, take the solution in a small box and continue it by zero into a larger box. It is an allowed trial potential there with the same $E$, so the true minimum in the larger box is no higher. For open walls, the links to the wall are deleted. Restrict the solution in the larger box to the smaller one: this drops non-negative terms from $E$, so the minimum in the smaller box is no higher. For $L<L'$ on the same grid,
\begin{equation}
C_{\rm open}(L)\le C_{\rm open}(L')\le C_\infty\le C_{\rm gr}(L')\le C_{\rm gr}(L),
\label{bracket}
\end{equation}
where $A\le B$ means $V^TAV\le V^TBV$ for all $V$. Diagonal entries are ordered in the same way, as one sees by taking a single non-zero voltage. The matrix inequality alone does not order the off-diagonal entries.

\subsection{Rate between two planes}

The potential of a unit charge between the planes follows from $\delta(z-z')=(2/H)\sum_n\sin k_nz\,\sin k_nz'$ with $k_n=n\pi/H$. Each mode obeys $-\varepsilon(\nabla_\perp^2-k_n^2)g_n=\delta^2(\boldsymbol\rho)$, whose decaying solution is $K_0(k_n\rho)/2\pi\varepsilon$. Therefore
\begin{equation}
G=\frac{1}{\pi\varepsilon H}\sum_{n\ge1}\sin(k_nz)\sin(k_nz')K_0(k_n\rho).
\label{G}
\end{equation}
Grounded walls around a centred crystal are replaced by image charges at $(2mL,2nL)$ with signs $(-1)^{m+n}$. The surface average of a harmonic external potential over a sphere is its value at the centre, and any charge $Q$ on the sphere contributes $Q/4\pi\varepsilon R$ to that average. To leading order, treating the images as point charges,
\begin{equation}
P(L)-P_\infty\simeq\sum_{(m,n)\ne(0,0)}(-1)^{m+n}\,G\!\left(2L\sqrt{m^2+n^2}\right).
\label{shift}
\end{equation}
The nearest images lie at $2L$. Since $K_0(x)\simeq\sqrt{\pi/2x}\,e^{-x}$ for large $x$, the error falls as $L^{-1/2}e^{-2\pi L/H}$: the planes screen the wall.

Equation (\ref{shift}) has no adjustable factor. For one crystal with $R=2.5$ nm centred at $z=6.5$ nm, with $H=16$ nm, the shifts it gives, divided by the solver's $P(18\,{\rm nm})$, predict $P(10\,{\rm nm})/P(18\,{\rm nm})-1=-2.88\times10^{-2}$; the solver gives $-2.87\times10^{-2}$. For 14 nm in place of 10 nm the values are $-4.68\times10^{-3}$ and $-4.66\times10^{-3}$.

\subsection{Rate without nearby planes}

The exponential is a property of the stack, not of the algorithm. Put the sphere at the centre of a grounded cube of half-side $L$. The images now alternate in sign on a cubic lattice of spacing $2L$, and their potential at the centre is $-MQ/(4\pi\varepsilon\,2L)$, where $M=1.74756$ is the Madelung constant of rock salt. By the same averaging argument, neglecting the distortion of the images,
\begin{equation}
\frac1C=\frac{1}{4\pi\varepsilon}\left(\frac1R-\frac{M}{2L}\right).
\label{cube}
\end{equation}
For $R=2.5$ nm, an error of 1\% in $1/C$ relative to the isolated sphere needs $L=MR/0.02\simeq218$ nm. It is better to extrapolate. With $h=0.5$ nm the solver gives $C/4\pi\varepsilon R=1.5670$ at $L=6$ nm and $1.2186$ at 12 nm, with reciprocals 0.6382 and 0.8206. A straight line in $1/L$ reaches $2(0.8206)-0.6382=1.003$ at $1/L=0$, about 0.3\% above the value 1 of the isolated sphere.

The cube also measures the grid error. For radii of 2, 2.5 and 3 nm at $L=6$ nm, the root-mean-square deviation of $C$ from (\ref{cube}), relative to (\ref{cube}), is 1.83\%, 0.42\% and 0.095\% for $h=1$, 0.5 and 0.25 nm. Each halving reduces it by about 4.4, close to the factor 4 of the second-order estimate.

\section{Three crystals in a memory stack}

Take $H=16$ nm, $\varepsilon_r=3.9$, and three crystals whose lowest points are 4 nm above the channel. Their centres and radii $(x,y,z;R)$, in nm, are A $(-4.5,-2.5,6.5;2.5)$, B $(4,-3,6;2)$ and C $(0.5,5,7;3)$. The unequal sizes avoid accidental symmetry: two identical crystals in mirror-image positions, on a grid with the same mirror symmetry, would give a symmetric $C$ even from a faulty scheme.

On a 1 nm grid, the difference between the two bounds, as a spectral norm relative to that of the lower bound, is 11.7\%, 1.9\%, 0.35\%, 0.066\% and 0.013\% at $L=12$, 16, 20, 24 and 28 nm. The ordering (\ref{bracket}) was tested at each step and held. From 20 to 28 nm the gap shrinks by a factor 0.0359. The exponential alone gives $e^{-2\pi\cdot8/16}=0.0432$; the prefactor for a centred source, $\sqrt{20/28}=0.845$, lowers this to 0.0365.

With $h=0.5$ nm and open walls at $L=24$ nm,
\begin{equation}
C=\begin{pmatrix}1.460&-0.124&-0.201\\-0.124&1.107&-0.154\\-0.201&-0.154&1.843\end{pmatrix}\ {\rm aF}.
\end{equation}
Its eigenvalues are 1.01, 1.46 and 1.94 aF, all positive. The largest asymmetry, relative to the largest entry with the gate included as an electrode, is $5\times10^{-12}$. This confirms the linear solves. It tests neither the link weights nor the grid accuracy, since (\ref{C}) is symmetric for any weights on any grid, provided $K=K^T$. The weights are tested by the comparison with (\ref{cube}). The accuracy is judged from the change between $h=1$ and 0.5 nm, 1.35\% in norm. If the error scales as $h^2$, about a third of this, 0.45\%, remains. In the limit $h\to0$ the diagonal entries rise to about 1.466, 1.114 and 1.849 aF, and single entries move by 0.3 to 0.7\%, so the last printed digit is not significant. The wall error is much smaller.

\subsection{Charging energies}

Adding one electron to an otherwise uncharged system costs $e^2P_{ii}/2$: 56.4, 74.1 and 44.8 meV for A, B and C on this grid, whose error makes them too high by 0.15 to 0.4 meV. An isolated sphere of A's radius in the same oxide has $4\pi\varepsilon R=1.085$ aF and would cost 73.8 meV; the planes and the neighbours lower this. Using $e^2/2C_{AA}$ instead gives 54.9 meV, because it holds the neighbours at zero volts, whereas real neighbours float with fixed charge. Since $C$ is positive definite, the Cauchy--Schwarz inequality gives $1=(u^TC^{1/2}C^{-1/2}u)^2\le C_{ii}P_{ii}$ for the unit vector $u$ of crystal $i$, so this shortcut can never overestimate the energy.

The pair energies $e^2P_{ij}$ are 14.5 (AB), 13.5 (AC) and 13.9 meV (BC). With one electron on each crystal, A sits at $-(2\times56.4+14.5+13.5)=-141$ mV. The point-charge formula (\ref{G}), evaluated between centres, reproduces the three $P_{ij}$ of this grid within 3.3\%, and their limit for $h\to0$ within 3.6\%. It neglects the polarization of the crystals, so the same agreement should not be assumed for narrower gaps.

\subsection{Gate pulse}

With the gate at $V_G$ the charges are $Q=CV-C_GV_G$, where $C_{G,i}=w_i^TK^{-1}w_G$ and $w_G$ holds the links to the gate. Open walls are the better choice here: without crystals they preserve the uniform-field solution $V_Gz/H$, which grounded walls would distort. Uncharged crystals float at $V=PC_GV_G$. For $V_G=8$ V this gives 3.21, 2.97 and 3.45 V. As a check on A, whose gate capacitance is 0.4532 aF,
\begin{equation}
1.460(3.209)-0.1238(2.974)-0.2005(3.446)=3.626\ {\rm aC},
\end{equation}
which agrees with $0.4532\times8=3.626$ aC. Averaging the undisturbed potential over each sphere gives $V_Gz_i/H=3.25$, 3.00 and 3.50 V, too high by 0.9 to 1.6\% because it omits the images and neighbours of the polarized crystals.

\section{The model beside a real cell}

The dimensions are rough typical values for a metal-nanocrystal flash cell. The assumption that the oxide is a perfect insulator is under strain. At 8 V the mean field is 5 MV/cm, but averaged over the first 0.5 nm below the crystals it is 12 to 14 MV/cm, above a rough bulk breakdown field of 10 MV/cm. The cause is field crowding. An isolated sphere in a uniform field $E_0$ has a potential drop $E_0(r-R^3/r^2)$ along its axis, measured from its centre plane; between $r=2.5$ and 3 nm this averages to $2.53E_0=12.6$ MV/cm, against 12.9 found below A. At the surface itself the field is higher still, $3E_0=15$ MV/cm for the isolated sphere. A bulk breakdown figure need not apply to so small a region, but the number is a warning.

Tunnelling sets the time for which the charges are fixed. A WKB estimate with a linear potential drop, a mass of $0.42\,m_e$ and a rough attempt rate of $10^{14}$ s$^{-1}$ gives about 0.1 s per electron during the pulse (barrier 3.1 eV) and $5\times10^7$ s in retention with one electron on each crystal (barrier 3.6 eV). These are rough figures only. Field crowding concentrates the voltage drop near the crystal. During the pulse the barrier along the path therefore stays higher than a linear drop suggests, which lengthens the time by more than a factor of ten. The estimate also leaves out escape from the crystal to the gate during the pulse, where the crowded field lies at the emitting surface; for C, with the 3.6 eV barrier and the same attempt rate, it is only about ten times slower than injection. In retention the voltage drop is small, and the time hardly changes. The retention figure also ignores the silicon band gap, which can remove the final states and lengthen the time.

The electrodes are not ideal either. If 3 or 9 nm of depleted silicon is replaced by oxide of equal capacitance per area, A's charging energy rises by 2.6 or 5.9\%, with $L$ held at 24 nm. The replacement is exact only for laterally uniform fields. The field of a single crystal is not uniform, and for the thicker layer the replacement overestimates the rise by about a quarter. Field penetration into the metal adds a potential $Q\lambda/4\pi\varepsilon_0R^2$, a fraction $\varepsilon_r\lambda/R$ of the isolated-sphere value. For a rough electron density of $10^{23}$ cm$^{-3}$, the Thomas--Fermi length is $\lambda=0.054$ nm and the fraction is 8.4\%, or 6 meV for A. Electron spill-out, left out of this estimate, acts the other way and can outweigh it: at a flat jellium surface in vacuum, the induced charge is centred outside the edge of the positive background. The 8.4\% is therefore only a scale, and even the sign of the net correction is left open here. The depletion shift alone exceeds the numerical error, so refining the grid further would not make the device prediction better.

Finally, $kT$ is 25.9 meV at 300 K and 30.9 meV at 358 K. A's charging energy is only about twice this, so thermal fluctuations blur its single-electron steps. Its estimated level spacing of 1.6 meV is far below $kT$, which supports treating the crystal as a classical conductor. The printed values are collected in the numerical output.

\section*{Table of computed values}
\begin{verbatim}
Madelung constant: 1.74756
cube test, h=1.0 nm: rms error of C 1.830 %
cube test, h=0.5 nm: rms error of C 0.420 %
cube test, h=0.25 nm: rms error of C 0.095 %
cube L=6 nm, R=2.5 nm: C/(4 pi eps R) = 1.5670
cube L=8 nm, R=2.5 nm: C/(4 pi eps R) = 1.3709
cube L=12 nm, R=2.5 nm: C/(4 pi eps R) = 1.2186
lone crystal, P(10)/P(18)-1: solver -2.869e-02, images -2.881e-02
lone crystal, P(14)/P(18)-1: solver -4.662e-03, images -4.681e-03
plane distance 16 nm, tunnel oxide 4.0 nm
crystal A: x,y,z,R = (-4.5, -2.5, 6.5, 2.5) nm
crystal B: x,y,z,R = (4.0, -3.0, 6.0, 2.0) nm
crystal C: x,y,z,R = (0.5, 5.0, 7.0, 3.0) nm
walls at L=12 nm: relative gap of bounds 1.17e-01
walls at L=16 nm: relative gap of bounds 1.94e-02
walls at L=20 nm: relative gap of bounds 3.52e-03
walls at L=24 nm: relative gap of bounds 6.60e-04
walls at L=28 nm: relative gap of bounds 1.26e-04
gap(28)/gap(20) 0.0359, pure exponential 0.0432
relative permittivity 3.9, eps*1 nm = 0.03453 aF
C row A:   1.4600  -0.1238  -0.2005 aF
C row B:  -0.1238   1.1073  -0.1537 aF
C row C:  -0.2005  -0.1537   1.8432 aF
eigenvalues of C: 1.0137 1.4568 1.9399 aF
relative asymmetry 5.1e-12
to gate A,B,C: 0.4532 0.2958 0.6564 aF
to channel A,B,C: 0.6825 0.5339 0.8325 aF
change of C from h=1 to 0.5 nm: 1.35 %
P_ij against point-charge formula: within 3.3 %
charging energy A,B,C: 56.4 74.1 44.8 meV
pair energies AB,AC,BC: 14.5 13.5 13.9 meV
A with neighbours held at 0 V: 54.9 meV
gate 8 V, floating A,B,C: 3.209 2.974 3.446 V
linear estimate V_G z/H: 3.250 3.000 3.500 V
mean stack field 5.00 MV/cm, rough breakdown 10
field just below A,B,C: 12.9 12.2 13.5 MV/cm
A with one electron on each crystal: -0.141 V
rough inputs: mass 0.42 m_e, attempt rate 1e+14 /s
program: barrier 3.1 eV, exponent 30.1, time 1.2e-01 s
retain: barrier 3.6 eV, exponent 49.9, time 4.7e+07 s
3 nm depleted Si: charging energy A +2.6 %
9 nm depleted Si: charging energy A +5.9 %
metal density 1e+23 /cm3, screening length 0.0538 nm
field penetration, eps_r*length/R for A: 8.4 %
level spacing in A 1.60 meV
kT at 300 K 25.9 meV, at 358 K 30.9 meV
\end{verbatim}
